# Why Evanescent Localised Modes Reduce Clamp Loss in Stressed Strings: a program that tests the result

```python
"""
Result under test: a width-patterned stressed string with a central defect has
a localised mode whose bending-loss ratio Lambda = W_bend / W_tension is
  Lambda = [(2/pi) eps q + eps^2 (1 + S (1 + s^5))] / [1 + (1 + s) S],
and Q = Q_int (1 + 1/Lambda). The term with q is the loss at the clamps.
Symbols: s = sqrt(wide width / narrow width); N = cells on each side;
q = s^(-2N); S = sum of s^(-2j), j = 1..N; eps = k_n * ell_n, with k_n the
wavenumber and ell_n = sqrt(bending stiffness / tension) in narrow segments.
The formula comes from the string wave equation plus a clamp layer; the tests
use a finite-element beam that resolves the clamp layers.
Working units: um, us, uN; then stress is in MPa and frequency in MHz.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import eigs, eigsh

# Rough typical values for a tensile TiN film, and chosen geometry
YOUNG = 450e3          # MPa
DENSITY = 5400e-6      # kg/m^3 times 1e-6 gives working units
STRESS = 1000.0        # MPa, stress of a uniform released string
LENGTH = 3000.0        # um
THICK = 0.05           # um
NARROW = 1.0           # um
RATIO = 2.0            # wide width / narrow width
CELLS = 6
Q_INT = 2000.0         # chosen intrinsic quality factor


def design(ratio, cells, h=THICK):
    """Quarter-wave pattern of fixed total length, with its tension."""
    s = np.sqrt(ratio)
    ln = LENGTH / (2 + 2 * cells * (1 + 1 / s))
    lw = ln / s
    right = [(lw, ratio * NARROW), (ln, NARROW)] * cells
    segments = right[::-1] + [(2 * ln, NARROW)] + right
    tension = STRESS * h * LENGTH / sum(l / w for l, w in segments)
    kn = np.pi / (2 * ln)
    omega = kn * np.sqrt(tension / (DENSITY * h * NARROW))
    ell = np.sqrt(YOUNG * NARROW * h**3 / 12 / tension)
    return dict(s=s, N=cells, ln=ln, lw=lw, seg=segments, T=tension,
                kn=kn, omega=omega, ell=ell, h=h, step=lw / 10)


def formula_loss(d):
    """Clamp part and distributed part of Lambda from the closed formula."""
    s, N, eps = d["s"], d["N"], d["kn"] * d["ell"]
    S = sum(s ** (-2.0 * j) for j in range(1, N + 1))
    denom = 1 + (1 + s) * S
    clamp = 2 / np.pi * eps * s ** (-2.0 * N) / denom
    return clamp, eps**2 * (1 + S * (1 + s**5)) / denom


def uniform(n, h=THICK):
    """Uniform string of the same length and film stress, mode n."""
    tension = STRESS * h * NARROW
    return dict(seg=[(LENGTH / 2, NARROW)] * 2, T=tension, h=h,
                ell=h * np.sqrt(YOUNG / (12 * STRESS)),
                omega=n * np.pi / LENGTH * np.sqrt(STRESS / DENSITY),
                step=LENGTH / (20 * max(n, 4)))


def uniform_loss(n, h=THICK):
    lam = h / LENGTH * np.sqrt(YOUNG / (12 * STRESS))
    return 2 * lam, (n * np.pi * lam) ** 2


def graded(length, first, step):
    x, dx = [0.0], first
    while x[-1] < length:
        x.append(x[-1] + dx)
        dx = min(1.15 * dx, step)
    return np.array(x) * length / x[-1]


def beam(d, clamped=True):
    """Cubic Hermite matrices: tension, bending, clamp-layer bending, mass."""
    nodes, widths, start = [0.0], [], 0.0
    last = len(d["seg"]) - 1
    for i, (length, width) in enumerate(d["seg"]):
        if i == 0:
            pts = graded(length, 0.1 * d["ell"], d["step"])
        elif i == last:
            g = graded(length, 0.1 * d["ell"], d["step"])
            pts = length - g[::-1]
        else:
            pts = np.linspace(0, length, 2 * int(np.ceil(length / d["step"] / 2)) + 1)
        nodes.extend(start + pts[1:])
        widths.extend([width] * (len(pts) - 1))
        start += length
    nodes = np.array(nodes)
    rows, cols = [], []
    data = [[], [], [], []]
    for e, w in enumerate(widths):
        a = nodes[e + 1] - nodes[e]
        kt = d["T"] / (30 * a) * np.array(
            [[36, 3*a, -36, 3*a], [3*a, 4*a*a, -3*a, -a*a],
             [-36, -3*a, 36, -3*a], [3*a, -a*a, -3*a, 4*a*a]])
        kb = YOUNG * w * d["h"]**3 / 12 / a**3 * np.array(
            [[12, 6*a, -12, 6*a], [6*a, 4*a*a, -6*a, 2*a*a],
             [-12, -6*a, 12, -6*a], [6*a, 2*a*a, -6*a, 4*a*a]])
        m = DENSITY * d["h"] * w * a / 420 * np.array(
            [[156, 22*a, 54, -13*a], [22*a, 4*a*a, 13*a, -3*a*a],
             [54, 13*a, 156, -22*a], [-13*a, -3*a*a, -22*a, 4*a*a]])
        mid = 0.5 * (nodes[e] + nodes[e + 1])
        near = min(mid, start - mid) < 8 * d["ell"]
        idx = np.arange(2 * e, 2 * e + 4)
        rows.append(np.repeat(idx, 4))
        cols.append(np.tile(idx, 4))
        for store, mat in zip(data, (kt, kb, kb * near, m)):
            store.append(mat.ravel())
    size = 2 * len(nodes)
    r, c = np.concatenate(rows), np.concatenate(cols)
    fixed = [0, 1, size - 2, size - 1] if clamped else [0, size - 2]
    free = np.setdiff1d(np.arange(size), fixed)
    mats = [coo_matrix((np.concatenate(v), (r, c)), shape=(size, size))
            .tocsr()[free][:, free].tocsc() for v in data]
    return mats, free, nodes


def solve(d, clamped=True, count=1):
    """Modes nearest d['omega']: frequencies, Lambda, clamp part, shapes."""
    (kt, kb, kc, m), free, nodes = beam(d, clamped)
    v0 = np.random.default_rng(1).standard_normal(len(free))
    val, vec = eigsh(kt + kb, k=count, M=m, sigma=d["omega"]**2, v0=v0)
    order = np.argsort(val)
    val, vec = val[order], vec[:, order]
    wt = np.array([v @ (kt @ v) for v in vec.T])
    loss = np.array([v @ (kb @ v) for v in vec.T]) / wt
    layer = np.array([v @ (kc @ v) for v in vec.T]) / wt
    full = np.zeros((2 * len(nodes), count))
    full[free] = vec
    return np.sqrt(val), loss, layer, full[::2], nodes


main = design(RATIO, CELLS)
s, N = main["s"], CELLS
n_equiv = 2 * N + 1
clamp_f, bulk_f = formula_loss(main)

# Tension from an explicit chain of prestressed springs between fixed ends
seg = main["seg"]
ns = len(seg)
A, b = np.zeros((ns - 1, ns - 1)), np.zeros(ns - 1)
stiff = [YOUNG * THICK * w / l for l, w in seg]
for i in range(ns - 1):
    A[i, i] = stiff[i] + stiff[i + 1]
    if i > 0:
        A[i, i - 1] = -stiff[i]
    if i < ns - 2:
        A[i, i + 1] = -stiff[i + 1]
    b[i] = STRESS * THICK * (seg[i + 1][1] - seg[i][1])
disp = np.concatenate([[0], np.linalg.solve(A, b), [0]])
force = [STRESS * THICK * w + stiff[i] * (disp[i + 1] - disp[i])
         for i, (l, w) in enumerate(seg)]
assert np.allclose(force, main["T"], rtol=1e-8)

# Bloch decay per cell and gap edges from numerical propagation
delta = 2 / np.pi * np.arcsin((s - 1) / (s + 1))


def bloch_min(freq_factor):
    kn = main["kn"] * freq_factor
    prop = [expm(np.array([[0, 1], [-k * k, 0]]) * l)
            for k, l in ((s * kn, main["lw"]), (kn, main["ln"]))]
    return min(abs(np.linalg.eigvals(prop[1] @ prop[0])))


assert abs(bloch_min(1.0) - 1 / s) < 1e-8
for sign in (-1, 1):
    assert abs(bloch_min(1 + sign * 1.02 * delta) - 1) < 1e-6
    assert bloch_min(1 + sign * 0.98 * delta) < 0.98

# Localised mode: frequency, antinode ladder, total loss and clamp layer
om, loss, layer, shape, nodes = solve(main)
om_loc, loss_loc, layer_loc = om[0], loss[0], layer[0]
assert abs(om_loc / main["omega"] - 1) < 1e-3
assert abs(loss_loc / (clamp_f + bulk_f) - 1) < 0.02
assert abs(layer_loc / clamp_f - 1) < 0.03
centre = abs(shape[np.argmin(abs(nodes - LENGTH / 2)), 0])
ladder = []
for j in range(1, N + 1):
    x = LENGTH / 2 + main["ln"] + (j - 1) * (main["ln"] + main["lw"]) + main["lw"]
    ladder.append(abs(shape[np.argmin(abs(nodes - x)), 0]) / centre)
    assert abs(ladder[-1] * s**j - 1) < 0.02

# Quality factor from the complex eigenfrequency of a lossy modulus
(kt, kb, kc, mass), free, _ = beam(main)
q_test = 100.0
lossy = (kt + kb * (1 + 1j / q_test)).tocsc()
start_vec = np.random.default_rng(2).standard_normal(len(free)).astype(complex)
z = eigs(lossy, k=1, M=mass.astype(complex), sigma=1.001 * om_loc**2,
         v0=start_vec, return_eigenvectors=False)[0]
q_complex = z.real / z.imag
assert abs(q_complex / (q_test * (1 + 1 / loss_loc)) - 1) < 2e-3

# Uniform string: fundamental and the mode with the same number of half-waves
uni = {}
for n in (1, n_equiv):
    res = solve(uniform(n))
    uni[n] = (res[0][0], res[1][0], res[2][0])
    assert abs(uni[n][1] / sum(uniform_loss(n)) - 1) < 0.01

# Cause isolated: hinges leave the end slope free, so no clamp layer forms
hinge_loc = solve(main, clamped=False)[1][0]
hinge_uni = solve(uniform(n_equiv), clamped=False)[1][0]
assert abs((loss_loc - hinge_loc) / clamp_f - 1) < 0.05
assert abs(hinge_uni / uniform_loss(n_equiv)[1] - 1) < 0.01
assert uni[n_equiv][1] / hinge_uni > 5 > 2 > loss_loc / hinge_loc
assert hinge_loc > hinge_uni

# Other modes of the same pattern, and the number of modes in the gap
om_all, _, layer_all, _, _ = solve(main, count=13)
in_gap = abs(om_all / main["omega"] - 1) < delta
assert in_gap.sum() == 1
band_ratio = layer_all[~in_gap] / layer_loc
assert np.median(band_ratio) > 3

# Sweeps: formula against finite elements, and an interior optimum
cell_list, ratio_list = (2, 4, 6, 8, 10), (1.0, 1.5, 2.0, 3.0, 4.0)
sweeps = []
for cases in ([(RATIO, c) for c in cell_list], [(r, CELLS) for r in ratio_list]):
    rows = []
    for r, c in cases:
        d = design(r, c)
        fem = solve(d)[1][0]
        parts = formula_loss(d)
        assert abs(fem / sum(parts) - 1) < 0.03
        rows.append((r, c, parts[0], parts[1], fem))
    best = int(np.argmin([row[4] for row in rows]))
    assert 0 < best < len(rows) - 1
    sweeps.append(rows)

# Thickness above which the localised mode loses to the uniform fundamental
h_even = brentq(lambda h: sum(formula_loss(design(RATIO, CELLS, h)))
                - sum(uniform_loss(1, h)), 0.05, 2.0)
h_thick = 0.8
thick_loc = solve(design(RATIO, CELLS, h_thick))[1][0]
thick_uni = solve(uniform(1, h_thick))[1][0]
assert h_even < h_thick and thick_loc > thick_uni

# Neglected effects; rough material values
T_USE, POISSON, ALPHA, ALPHA_SUB = 300.0, 0.25, 9e-6, 2.6e-6
HEAT_CAP, CONDUCT, STRENGTH = 3.2e6, 20.0, 3000.0
omega_si = om_loc * 1e6
# gas: momentum exchange of a moving plate with a Maxwell gas (unit pressure)
gauss = lambda c: np.exp(-c * c / 2) / np.sqrt(2 * np.pi)
side = lambda v: 2 * quad(lambda c: (c + v)**2 * gauss(c), -v, 12)[0]
drag = (side(1e-3) - side(-1e-3)) / 1e-3
assert abs(drag / (4 * np.sqrt(2 / np.pi)) - 1) < 1e-4
pressure = 1e-7 * const.torr
v_gas = np.sqrt(const.k * T_USE / (28 * const.atomic_mass))
q_gas = (DENSITY * 1e6 * THICK * 1e-6 * omega_si * v_gas
         / (4 * np.sqrt(2 / np.pi) * pressure))
# thermoelastic: slow heat flow across a bent film of unit thickness
y = sp.symbols("y")
theta = sp.integrate(sp.Rational(1, 8) - y**2 / 2, y)
half = sp.Rational(1, 2)
coef = sp.integrate(y * theta, (y, -half, half)) / sp.integrate(y**2, (y, -half, half))
assert sp.diff(theta, y, 2) == -y and coef == sp.Rational(1, 10)
relax = YOUNG * 1e6 * ALPHA**2 * T_USE / HEAT_CAP
inv_q_te = relax * omega_si * (THICK * 1e-6)**2 * HEAT_CAP / CONDUCT * float(coef)
# radiation into a silicon-like half-space, order of magnitude only
S_sum = sum(s ** (-2.0 * j) for j in range(1, N + 1))
energy = 0.5 * np.pi * main["T"] * main["kn"] / 2 * (1 + (1 + s) * S_sum)
end_force = main["T"] * main["kn"] * s ** (-N)
power = 2 * end_force**2 * om_loc**2 / (4 * np.pi * 2330e-6 * 5000.0**3)
q_rad = om_loc * energy / power
stress_n = main["T"] / (THICK * NARROW)
compliance = sum(l / w for l, w in seg)
kT = const.k * T_USE * 1e12
nonlin = YOUNG * THICK / compliance * (kT / 2) / main["T"]**2

Q_loc = Q_INT * (1 + 1 / loss_loc)
Q_1 = Q_INT * (1 + 1 / uni[1][1])
Q_n = Q_INT * (1 + 1 / uni[n_equiv][1])
print(f"Inputs: E {YOUNG/1e3:.0f} GPa, density {DENSITY*1e6:.0f} kg/m3, stress {STRESS/1e3:.1f} GPa")
print(f"Length {LENGTH/1e3:.1f} mm, thickness {THICK*1e3:.0f} nm, widths {NARROW:.0f} and {RATIO*NARROW:.0f} um")
print(f"Cells per side {N}, chosen Q_int {Q_INT:.0f}, s = {s:.4f}")
print(f"Narrow, wide segment length: {main['ln']:.2f}, {main['lw']:.2f} um; defect {2*main['ln']:.2f} um")
print(f"Tension {main['T']:.2f} uN; stress narrow {stress_n/1e3:.3f}, wide {stress_n/RATIO/1e3:.3f} GPa")
print(f"Clamp layer ell_n {main['ell']*1e3:.1f} nm; k_n {main['kn']:.5f} 1/um; eps {main['kn']*main['ell']:.3e}")
print(f"Midgap frequency {main['omega']/2/np.pi:.4f} MHz; beam mode {om_loc/2/np.pi:.4f} MHz")
print(f"Gap half-width {100*delta:.2f} % of midgap; modes found in gap: {in_gap.sum()}")
print(f"Slope factor per cell {1/s:.4f}; over {N} cells {s**-N:.4f}; squared q {s**(-2*N):.5f}")
print("Antinode ladder (beam), relative to centre: " + " ".join(f"{v:.4f}" for v in ladder))
print(f"Localised Lambda, formula: clamp {clamp_f:.3e}, distributed {bulk_f:.3e}, sum {clamp_f+bulk_f:.3e}")
print(f"Localised Lambda, beam: clamp layer {layer_loc:.3e}, total {loss_loc:.3e}")
for n in (1, n_equiv):
    c, bu = uniform_loss(n)
    print(f"Uniform mode {n}: f {uni[n][0]/2/np.pi:.4f} MHz; clamp {c:.3e}, distributed {bu:.3e}, beam total {uni[n][1]:.3e}")
print(f"Clamp share of loss: uniform mode {n_equiv} {100*uni[n_equiv][2]/uni[n_equiv][1]:.1f} %, localised {100*layer_loc/loss_loc:.1f} %")
print(f"Dilution 1/Lambda: localised {1/loss_loc:.0f}, uniform 1 {1/uni[1][1]:.0f}, uniform {n_equiv} {1/uni[n_equiv][1]:.0f}")
print(f"Q: localised {Q_loc:.3e}, uniform 1 {Q_1:.3e}, uniform {n_equiv} {Q_n:.3e}")
print(f"Q gain over uniform 1: {Q_loc/Q_1:.2f}; over uniform {n_equiv}: {Q_loc/Q_n:.2f}")
print(f"Complex-modulus test, Q_int 100: Q {q_complex:.4e}, energy ratio {q_test*(1+1/loss_loc):.4e}")
print(f"Hinged ends, Lambda: localised {hinge_loc:.3e}, uniform {n_equiv} {hinge_uni:.3e}")
print(f"Loss clamped/hinged: localised {loss_loc/hinge_loc:.2f}, uniform {n_equiv} {uni[n_equiv][1]/hinge_uni:.2f}")
print(f"Clamp loss of 12 band modes / localised: min {band_ratio.min():.2f}, median {np.median(band_ratio):.2f}, max {band_ratio.max():.2f}")
print("Sweeps: width ratio, cells, clamp, distributed, beam total, 1/Lambda")
for rows in sweeps:
    for r, c, cl, bu, fem in rows:
        print(f"  {r:.1f} {c:2d} {cl:.3e} {bu:.3e} {fem:.3e} {1/fem:.0f}")
print(f"Break-even thickness against uniform fundamental: {h_even*1e3:.0f} nm")
print(f"At {h_thick*1e3:.0f} nm, beam Lambda: localised {thick_loc:.3e}, uniform 1 {thick_uni:.3e}")
print("Neglected effects (rough material values):")
print(f"  plate stiffening: clamp loss +{100*(1/np.sqrt(1-POISSON**2)-1):.1f} %, distributed +{100*(1/(1-POISSON**2)-1):.1f} %")
print(f"  width-step zone: wide width / wide length {100*RATIO*NARROW/main['lw']:.1f} %")
print(f"  shear and rotary scale (k_w h)^2: {(s*main['kn']*THICK)**2:.1e}")
print(f"  thermoelastic share of intrinsic loss: {100*inv_q_te*Q_INT:.3f} %")
print(f"  gas-limited Q at 1e-7 Torr N2, {T_USE:.0f} K: {q_gas:.2e}; loss added {100*Q_loc/q_gas:.2f} %")
print(f"  substrate radiation Q, order of magnitude: {q_rad:.0e}")
print(f"  stress change for 10 K: {YOUNG*(ALPHA-ALPHA_SUB)*10:.0f} MPa")
print(f"  relative tension change from thermal motion: {nonlin:.1e}")
print(f"  narrow stress / rough strength {STRENGTH/1e3:.0f} GPa: {stress_n/STRENGTH:.2f}")
print("all assertions hold")
```

Printed output:

```
Inputs: E 450 GPa, density 5400 kg/m3, stress 1.0 GPa
Length 3.0 mm, thickness 50 nm, widths 1 and 2 um
Cells per side 6, chosen Q_int 2000, s = 1.4142
Narrow, wide segment length: 133.42, 94.34 um; defect 266.84 um
Tension 61.63 uN; stress narrow 1.233, wide 0.616 GPa
Clamp layer ell_n 275.8 nm; k_n 0.01177 1/um; eps 3.247e-03
Midgap frequency 0.8952 MHz; beam mode 0.8952 MHz
Gap half-width 10.98 % of midgap; modes found in gap: 1
Slope factor per cell 0.7071; over 6 cells 0.1250; squared q 0.01562
Antinode ladder (beam), relative to centre: 0.7071 0.5000 0.3536 0.2500 0.1768 0.1250
Localised Lambda, formula: clamp 9.566e-06, distributed 2.358e-05, sum 3.315e-05
Localised Lambda, beam: clamp layer 9.568e-06, total 3.313e-05
Uniform mode 1: f 0.0717 MHz; clamp 2.041e-04, distributed 1.028e-07, beam total 2.043e-04
Uniform mode 13: f 0.9326 MHz; clamp 2.041e-04, distributed 1.737e-05, beam total 2.216e-04
Clamp share of loss: uniform mode 13 92.2 %, localised 28.9 %
Dilution 1/Lambda: localised 30188, uniform 1 4895, uniform 13 4513
Q: localised 6.038e+07, uniform 1 9.791e+06, uniform 13 9.028e+06
Q gain over uniform 1: 6.17; over uniform 13: 6.69
Complex-modulus test, Q_int 100: Q 3.0189e+06, energy ratio 3.0189e+06
Hinged ends, Lambda: localised 2.355e-05, uniform 13 1.737e-05
Loss clamped/hinged: localised 1.41, uniform 13 12.75
Clamp loss of 12 band modes / localised: min 8.38, median 16.51, max 19.21
Sweeps: width ratio, cells, clamp, distributed, beam total, 1/Lambda
  2.0  2 7.345e-05 3.587e-06 7.705e-05 12979
  2.0  4 2.770e-05 1.145e-05 3.916e-05 25538
  2.0  6 9.566e-06 2.358e-05 3.313e-05 30188
  2.0  8 3.084e-06 3.995e-05 4.296e-05 23280
  2.0 10 9.469e-07 6.055e-05 6.133e-05 16306
  1.0  6 2.041e-04 1.737e-05 2.216e-04 4513
  1.5  6 3.915e-05 1.949e-05 5.865e-05 17050
  2.0  6 9.566e-06 2.358e-05 3.313e-05 30188
  3.0  6 1.094e-06 3.445e-05 3.543e-05 28228
  4.0  6 2.194e-07 4.780e-05 4.773e-05 20952
Break-even thickness against uniform fundamental: 414 nm
At 800 nm, beam Lambda: localised 5.895e-03, uniform 1 3.314e-03
Neglected effects (rough material values):
  plate stiffening: clamp loss +3.3 %, distributed +6.7 %
  width-step zone: wide width / wide length 2.1 %
  shear and rotary scale (k_w h)^2: 6.9e-07
  thermoelastic share of intrinsic loss: 0.154 %
  gas-limited Q at 1e-7 Torr N2, 300 K: 1.07e+10; loss added 0.57 %
  substrate radiation Q, order of magnitude: 8e+10
  stress change for 10 K: 29 MPa
  relative tension change from thermal motion: 5.0e-12
  narrow stress / rough strength 3 GPa: 0.41
all assertions hold
```
